# Scalar and tensor polarizabilities of a triplet P term: a numerical check

```python
"""Result under test, for a triplet P term (L = S = 1) in a static field along z:
     alpha0 = (a(0) + 2 a(1))/3,   alpha2(L) = (a(1) - a(0))/3,
     alpha2(3P2) = alpha2(L),      alpha2(3P1) = -alpha2(L)/2,
with alpha0 common to J = 0, 1, 2 when fine structure is neglected in the
energy denominators and wavefunctions.
a(|M_L|): polarizability of an orbital component; energy shift = -a F^2/2.
alpha(K,M) = alpha0 + alpha2 (3M^2 - K(K+1))/(K(2K-1)), with K = L or J.
Atomic units are used unless a printed label says otherwise.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc
from sympy.physics.wigner import wigner_3j, wigner_6j, clebsch_gordan
from pyscf import gto, scf, ao2mo


def angular(l):
    """Matrices of the z component and the raising operator, m = l ... -l."""
    m = np.arange(l, -l - 1, -1).astype(float)
    raising = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


def l_dot_s(L, S):
    lz, lp = angular(L)
    sz, sp = angular(S)
    return np.kron(lz, sz) + 0.5 * (np.kron(lp, sp.T) + np.kron(lp.T, sp))


def coupled_states(L, S):
    """Vectors |J,M> in the product basis, by diagonalizing J^2 and Jz."""
    dim = (2 * L + 1) * (2 * S + 1)
    j2 = (L * (L + 1) + S * (S + 1)) * np.eye(dim) + 2 * l_dot_s(L, S)
    jz = (np.kron(angular(L)[0], np.eye(2 * S + 1))
          + np.kron(np.eye(2 * L + 1), angular(S)[0]))
    vectors = np.linalg.eigh(j2 + 0.1 * jz)[1]
    states = {}
    for v in vectors.T:
        J = int(round((np.sqrt(1 + 4 * abs(v @ j2 @ v)) - 1) / 2))
        states[J, int(round(v @ jz @ v))] = v
    assert len(states) == dim
    return states


def tensor_factor(K, M):
    return (3 * M * M - K * (K + 1)) / (K * (2 * K - 1))


# ---- General recoupling factor: 6j expression against explicit states ----
for L, S in ((1, 1), (2, 1), (2, 2)):
    tensor_op = np.kron(np.diag([tensor_factor(L, m)
                                 for m in range(L, -L - 1, -1)]),
                        np.eye(2 * S + 1))
    states = coupled_states(L, S)
    for J in range(max(1, abs(L - S)), L + S + 1):
        direct = states[J, J] @ tensor_op @ states[J, J]
        recoupled = ((-1) ** (L + S + J) * (2 * J + 1)
                     * float(wigner_6j(L, J, S, J, L, 2))
                     * float(wigner_3j(J, 2, J, -J, 0, J))
                     / float(wigner_3j(L, 2, L, -L, 0, L)))
        assert abs(direct - recoupled) < 1e-10
        if (L, S) == (1, 1):
            print(f"alpha2(3P{J})/alpha2(L), explicit states: {direct:.6f}")

# ---- Magnesium 3s3p 3P: frozen core, two-electron full CI ----
ratio = 2.5
exponents = {0: [0.01 * ratio**k for k in range(16)],
             1: [0.01 * ratio**k for k in range(11)],
             2: [0.01 * ratio**k for k in range(6)],
             3: [0.01 * ratio**k for k in range(1, 4)]}
basis = [[l, [e, 1.0]] for l in exponents for e in exponents[l]]
mol = gto.M(atom="Mg 0 0 0", basis={"Mg": basis}, charge=2, spin=0, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
fock, overlap = mf.get_fock(), mf.get_ovlp()

rows, offset = {}, 0
for shell in range(mol.nbas):
    l = mol.bas_angular(shell)
    for m in ([1, -1, 0] if l == 1 else range(-l, l + 1)):
        rows.setdefault((l, m), []).append(offset)
        offset += 1
assert offset == mol.nao_nr()

# Radial orbitals are made identical for all m, so the model is spherical.
# Reflection labels: bit 1 = odd in x, bit 2 = odd in y, bit 4 = odd in z.
cutoff = 10.0
core, active, label, orbital_l = [], [], [], []
for l in exponents:
    ms = range(-l, l + 1)
    f_l = np.mean([fock[np.ix_(rows[l, m], rows[l, m])] for m in ms], axis=0)
    s_l = np.mean([overlap[np.ix_(rows[l, m], rows[l, m])] for m in ms], axis=0)
    energy, radial = eigh(f_l, s_l)
    n_core = {0: 2, 1: 1}.get(l, 0)
    for k in range(len(energy)):
        for m in ms:
            column = np.zeros(offset)
            column[rows[l, m]] = radial[:, k]
            if k < n_core:
                core.append(column)
            elif energy[k] < cutoff:
                odd_x = (abs(m) + (m < 0)) % 2
                active.append(column)
                label.append(odd_x + 2 * (m < 0) + 4 * ((l - abs(m)) % 2))
                orbital_l.append(l)
core, active = np.array(core).T, np.array(active).T
label, orbital_l = np.array(label, dtype=int), np.array(orbital_l)
n_active = len(label)
core_density = 2 * core @ core.T
core_field = np.asarray(mf.get_veff(mol, core_density))
h_one = active.T @ (mf.get_hcore() + core_field) @ active
z_one = active.T @ mol.intor("int1e_r")[2] @ active
repulsion = ao2mo.kernel(mol.intor("int2e", aosym="s8"), active)


def packed(i, j):
    high, low = np.maximum(i, j), np.minimum(i, j)
    return high * (high + 1) // 2 + low


def sector(symmetry, max_l):
    """Pairs of equal-spin electrons with a given product reflection label."""
    i, j = np.triu_indices(n_active, 1)
    keep = ((label[i] ^ label[j]) == symmetry)
    keep &= (orbital_l[i] <= max_l) & (orbital_l[j] <= max_l)
    return i[keep], j[keep]


def one_body(op, bra, ket):
    i, j = bra[0][:, None], bra[1][:, None]
    k, l = ket[0][None, :], ket[1][None, :]
    return (op[i, k] * (j == l) + op[j, l] * (i == k)
            - op[i, l] * (j == k) - op[j, k] * (i == l))


def hamiltonian(pairs):
    i, j = pairs[0][:, None], pairs[1][:, None]
    k, l = pairs[0][None, :], pairs[1][None, :]
    return (one_body(h_one, pairs, pairs)
            + repulsion[packed(i, k), packed(j, l)]
            - repulsion[packed(i, l), packed(j, k)])


def component(symmetry, max_l=3):
    """Sum over states for the lowest state of one odd-parity sector."""
    odd, even = sector(symmetry, max_l), sector(symmetry ^ 4, max_l)
    h_odd, h_even = hamiltonian(odd), hamiltonian(even)
    z_block = one_body(z_one, even, odd)
    e_odd, v_odd = np.linalg.eigh(h_odd)
    e_even, v_even = np.linalg.eigh(h_even)
    gap = e_even - e_odd[0]
    parts = 2 * (v_even.T @ (z_block @ v_odd[:, 0]))**2 / gap
    return dict(energy=e_odd[0], gap=gap, parts=parts, alpha=parts.sum(),
                blocks=(h_odd, h_even, z_block))


def finite_field_alpha(data, field=4e-4):
    """Polarizability from energies at two fields, quartic term removed."""
    h_odd, h_even, z_block = data["blocks"]
    shifts = []
    for f in (field, 2 * field):
        full = np.block([[h_odd, f * z_block.T], [f * z_block, h_even]])
        shifts.append(np.linalg.eigvalsh(full)[0] - data["energy"])
    return -2 * (16 * shifts[0] - shifts[1]) / (12 * field**2)


sigma = component(4)      # M_L = 0, transforms as z
pi = component(1)         # |M_L| = 1, real component transforming as x
assert abs(sigma["energy"] - pi["energy"]) < 1e-8
a0, a1 = sigma["alpha"], pi["alpha"]
ff0, ff1 = finite_field_alpha(sigma), finite_field_alpha(pi)
assert abs(ff0 / a0 - 1) < 1e-4 and abs(ff1 / a1 - 1) < 1e-4

# D terms occur in both even sectors; S and P terms occur in only one.
distance = np.abs(sigma["gap"][:, None] - pi["gap"][None, :])
d_in_sigma, d_in_pi = distance.min(axis=1) < 1e-7, distance.min(axis=0) < 1e-7
s_part = sigma["parts"][~d_in_sigma].sum()
d_part0 = sigma["parts"][d_in_sigma].sum()
p_part = pi["parts"][~d_in_pi].sum()
d_part1 = pi["parts"][d_in_pi].sum()
assert abs(d_part0 / d_part1 - 4 / 3) < 1e-4

scalar, tensor = (a0 + 2 * a1) / 3, (a1 - a0) / 3
from_terms = -s_part / 3 + p_part / 3 - d_part1 / 9
assert abs(from_terms - tensor) < 1e-3

print(f"Gaussian exponents: 0.01 * {ratio}^k bohr^-2")
print("Number of s, p, d, f exponents:", *[len(exponents[l]) for l in exponents])
print(f"f exponents: {exponents[3][0]:.4f} to {exponents[3][-1]:.4f} bohr^-2")
print(f"Virtual-orbital cutoff: {cutoff:.1f} hartree; active orbitals: {n_active}")
print(f"Mg a(0), sum over states: {a0:.3f} a.u.; finite field: {ff0:.3f} a.u.")
print(f"Mg a(1), sum over states: {a1:.3f} a.u.; finite field: {ff1:.3f} a.u.")
print(f"Mg S-term part of a(0): {s_part:.3f} a.u.")
print(f"Mg P-term part of a(1): {p_part:.3f} a.u.")
print(f"Mg D-term part of a(0): {d_part0:.3f} a.u.; of a(1): {d_part1:.3f} a.u.")
print(f"Mg D-term ratio a(0)/a(1): {d_part0 / d_part1:.6f}")
for name, data, mask in (("S", sigma, ~d_in_sigma), ("P", pi, ~d_in_pi),
                         ("D", pi, d_in_pi)):
    best = np.argmax(np.where(mask, data["parts"], -1.0))
    which = "a(0)" if name == "S" else "a(1)"
    print(f"Mg largest single {name} contribution to {which}: "
          f"{data['parts'][best]:.3f} a.u. at {data['gap'][best]:.5f} hartree")
no_f0, no_f1 = component(4, 2)["alpha"], component(1, 2)["alpha"]
print(f"Mg without f functions: alpha0 = {(no_f0 + 2 * no_f1) / 3:.3f} a.u., "
      f"alpha2(L) = {(no_f1 - no_f0) / 3:.3f} a.u.")
si = pc["atomic unit of electric polarizability"][0]
print(f"Mg alpha0: {scalar:.3f} a.u. = {scalar * si:.4e} C^2 m^2/J")
print(f"Mg alpha2(L): {tensor:.3f} a.u. = {tensor * si:.4e} C^2 m^2/J")

# ---- Couple the computed magnesium components to spin ----
states = coupled_states(1, 1)
alpha_op = np.kron(np.diag([a1, a0, a1]), np.eye(3))
alpha_jm = {key: v @ alpha_op @ v for key, v in states.items()}
alpha2_j = {0: 0.0, 1: -tensor / 2, 2: tensor}
field_si = 1e7
field_au = field_si / pc["atomic unit of electric field"][0]
to_mhz = pc["hartree-hertz relationship"][0] / 1e6
print(f"Field: {field_si:.1e} V/m = {field_au:.5e} a.u.")
for J in range(3):
    mean = np.mean([alpha_jm[J, M] for M in range(-J, J + 1)])
    assert abs(mean - scalar) < 1e-8
    if J:
        print(f"Mg 3P{J}: alpha0 = {mean:.3f} a.u., "
              f"alpha2 = {alpha_jm[J, J] - mean:.3f} a.u.")
    for M in range(J + 1):
        predicted = scalar + (alpha2_j[J] * tensor_factor(J, M) if J else 0)
        assert abs(alpha_jm[J, M] - predicted) < 1e-8
        shift = -0.5 * alpha_jm[J, M] * field_au**2 * to_mhz
        print(f"Mg 3P{J} |M|={M}: alpha = {alpha_jm[J, M]:.3f} a.u., "
              f"shift = {shift:.3f} MHz")

# ---- Round-parameter model with explicit spin-orbit coupling ----
# Each entry: L, term energy, dipole strength, relative spin-orbit constant.
terms = [(1, 0.0, 0.0, 1.0), (0, 0.10, 2.0, 0.0),
         (1, 0.16, 4.0, 0.5), (2, 0.12, 3.0, 0.5)]
starts = np.cumsum([0] + [2 * t[0] + 1 for t in terms])
n_orb = starts[-1]
z_orb, e_orb, m_orb = np.zeros((n_orb, n_orb)), np.zeros(n_orb), np.zeros(n_orb)
for t, (L, level, strength, _) in enumerate(terms):
    for k, M in enumerate(range(L, -L - 1, -1)):
        row = starts[t] + k
        e_orb[row], m_orb[row] = level, M
        if t > 0 and abs(M) <= 1:
            z_orb[row, 1 - M] = strength * float(clebsch_gordan(1, 1, L, M, 0, M))
            z_orb[1 - M, row] = z_orb[row, 1 - M]
model_a1, model_a0 = [2 * np.sum(z_orb[3:, k]**2 / e_orb[3:]) for k in (0, 1)]
model_scalar = (model_a0 + 2 * model_a1) / 3
model_tensor = (model_a1 - model_a0) / 3
z_full = np.kron(z_orb, np.eye(3))
m_full = np.add.outer(m_orb, [1, 0, -1]).ravel()


def model_hamiltonian(A):
    h = np.kron(np.diag(e_orb), np.eye(3))
    for t, (L, _, _, relative) in enumerate(terms):
        part = slice(3 * starts[t], 3 * starts[t + 1])
        h[part, part] += A * relative * l_dot_s(L, 1)
    return h


def model_levels(A):
    """Second-order polarizabilities of the fine-structure states."""
    h, result = model_hamiltonian(A), {}
    for M in range(-2, 3):
        index = np.where(np.abs(m_full - M) < 0.1)[0]
        e, v = np.linalg.eigh(h[np.ix_(index, index)])
        z = v.T @ z_full[np.ix_(index, index)] @ v
        n_low = 3 - abs(M)
        for k in range(n_low):      # for A > 0 the energy rises with J
            result[abs(M) + k, M] = 2 * np.sum(z[n_low:, k]**2 / (e[n_low:] - e[k]))
    scalars = [np.mean([result[J, M] for M in range(-J, J + 1)]) for J in range(3)]
    tensors = [0.0] + [result[J, J] - scalars[J] for J in (1, 2)]
    for J in (1, 2):                # the M dependence stays of rank 0 and 2
        for M in range(-J, J + 1):
            fitted = scalars[J] + tensors[J] * tensor_factor(J, M)
            assert abs(result[J, M] - fitted) < 1e-6
    return scalars, tensors


print("Model excited S, P, D energies:", *[t[1] for t in terms[1:]], "hartree")
print("Model S, P, D dipole strengths:", *[t[2] for t in terms[1:]], "a.u.")
print("Model spin-orbit constants of excited P, D relative to A:",
      terms[2][3], terms[3][3])
print(f"Model without spin: alpha0 = {model_scalar:.4f} a.u., "
      f"alpha2(L) = {model_tensor:.4f} a.u.")
departure = {}
for A in (1e-4, 1e-5, 1e-7):
    scalars, tensors = model_levels(A)
    departure[A] = tensors[1] / tensors[2] + 0.5
    print(f"Model A = {A:.0e} hartree: alpha2(3P1)/alpha2(3P2) = "
          f"{tensors[1] / tensors[2]:.6f}, alpha0(J=0,1,2) = "
          + ", ".join(f"{s:.4f}" for s in scalars) + " a.u.")
assert abs(departure[1e-7]) < 1e-4
assert np.ptp(scalars) < 1e-2 and abs(scalars[1] - model_scalar) < 1e-2
assert abs(tensors[2] - model_tensor) < 1e-2
assert abs(departure[1e-4] / departure[1e-5] - 10) < 0.5

# Crossover from J states to M_L, M_S states, by full diagonalization.
A = 1e-7
crossover = np.sqrt(4 * A / (3 * abs(model_tensor)))
print(f"Model crossover field for A = {A:.0e} hartree: {crossover:.4e} a.u.")
index = np.where(np.abs(m_full - 1) < 0.1)[0]
for x in (0.1, 1.0, 3.0):
    h = model_hamiltonian(A) + np.sqrt(x) * crossover * z_full
    e = np.linalg.eigvalsh(h[np.ix_(index, index)])
    gap, predicted = e[1] - e[0], 2 * A * np.sqrt(1 + x * x)
    assert abs(gap / predicted - 1) < 2e-3
    print(f"Model M=1 gap/(2A) at (F/F_crossover)^2 = {x:.1f}: "
          f"{gap / (2 * A):.5f} (formula {predicted / (2 * A):.5f})")

print("checks complete")
```

Output:

```
alpha2(3P1)/alpha2(L), explicit states: -0.500000
alpha2(3P2)/alpha2(L), explicit states: 1.000000
Gaussian exponents: 0.01 * 2.5^k bohr^-2
Number of s, p, d, f exponents: 16 11 6 3
f exponents: 0.0250 to 0.1562 bohr^-2
Virtual-orbital cutoff: 10.0 hartree; active orbitals: 75
Mg a(0), sum over states: 127.778 a.u.; finite field: 127.777 a.u.
Mg a(1), sum over states: 90.400 a.u.; finite field: 90.400 a.u.
Mg S-term part of a(0): 57.175 a.u.
Mg P-term part of a(1): 37.448 a.u.
Mg D-term part of a(0): 70.603 a.u.; of a(1): 52.952 a.u.
Mg D-term ratio a(0)/a(1): 1.333333
Mg largest single S contribution to a(0): 51.394 a.u. at 0.08885 hartree
Mg largest single P contribution to a(1): 37.361 a.u. at 0.16014 hartree
Mg largest single D contribution to a(1): 40.574 a.u. at 0.11869 hartree
Mg without f functions: alpha0 = 99.727 a.u., alpha2(L) = -12.304 a.u.
Mg alpha0: 102.859 a.u. = 1.6959e-39 C^2 m^2/J
Mg alpha2(L): -12.459 a.u. = -2.0542e-40 C^2 m^2/J
Field: 1.0e+07 V/m = 1.94469e-05 a.u.
Mg 3P0 |M|=0: alpha = 102.859 a.u., shift = -127.973 MHz
Mg 3P1: alpha0 = 102.859 a.u., alpha2 = 6.230 a.u.
Mg 3P1 |M|=0: alpha = 90.400 a.u., shift = -112.472 MHz
Mg 3P1 |M|=1: alpha = 109.089 a.u., shift = -135.724 MHz
Mg 3P2: alpha0 = 102.859 a.u., alpha2 = -12.459 a.u.
Mg 3P2 |M|=0: alpha = 115.318 a.u., shift = -143.474 MHz
Mg 3P2 |M|=1: alpha = 109.089 a.u., shift = -135.724 MHz
Mg 3P2 |M|=2: alpha = 90.400 a.u., shift = -112.472 MHz
Model excited S, P, D energies: 0.1 0.16 0.12 hartree
Model S, P, D dipole strengths: 2.0 4.0 3.0 a.u.
Model spin-orbit constants of excited P, D relative to A: 0.5 0.5
Model without spin: alpha0 = 158.8889 a.u., alpha2(L) = 16.1111 a.u.
Model A = 1e-04 hartree: alpha2(3P1)/alpha2(3P2) = -0.499690, alpha0(J=0,1,2) = 158.7740, 158.8314, 158.9464 a.u.
Model A = 1e-05 hartree: alpha2(3P1)/alpha2(3P2) = -0.499969, alpha0(J=0,1,2) = 158.8774, 158.8831, 158.8946 a.u.
Model A = 1e-07 hartree: alpha2(3P1)/alpha2(3P2) = -0.500000, alpha0(J=0,1,2) = 158.8888, 158.8888, 158.8889 a.u.
Model crossover field for A = 1e-07 hartree: 9.0972e-05 a.u.
Model M=1 gap/(2A) at (F/F_crossover)^2 = 0.1: 1.00499 (formula 1.00499)
Model M=1 gap/(2A) at (F/F_crossover)^2 = 1.0: 1.41421 (formula 1.41421)
Model M=1 gap/(2A) at (F/F_crossover)^2 = 3.0: 3.16222 (formula 3.16228)
checks complete
```
